# Zero-defect yield of area-selective deposition with gamma-distributed defect density: a numerical check

```python
# Zero-defect yield of area-selective deposition with varying defect density.
# Result under test: if the expected number L of killer nuclei on a die is
# gamma distributed (mean m, shape a) and the count given L is Poisson, then
#   yield = (1 + m/a)**(-a) > exp(-m)   for m > 0 and finite a.
# A killer is a nucleus on the non-growth surface that survives the corrective
# etch and makes the die fail. Areas are in cm^2, densities in cm^-2.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, linprog
from scipy.special import gammaln


def gamma_average(func, m, a):
    """Average of func(L) over the gamma density, by quadrature."""
    log_norm = a * np.log(a / m) - gammaln(a)

    def integrand(x):
        return func(x) * np.exp(log_norm + (a - 1) * np.log(x) - a * x / m)
    top = m * (1 + 60 / a + 12 / np.sqrt(a))
    opts = dict(epsabs=0, epsrel=1e-9, limit=300)
    return quad(integrand, 0, m, **opts)[0] + quad(integrand, m, top, **opts)[0]


def yield_formula(m, a):
    return (1 + m / a) ** (-a)


def count_formula(k, m, a):
    return np.exp(gammaln(a + k) - gammaln(k + 1) - gammaln(a)
                  + k * np.log(m / (a + m)) + a * np.log(a / (a + m)))


def yield_quadrature(m, a):
    return gamma_average(lambda x: np.exp(-x), m, a)


# --- Yield, moments, count law and inequality from the definition
for m_t in (0.1, 0.8, 3.0):
    previous = 1.0
    for a_t in (0.7, 2.0, 5.5, 40.0):
        y_num = yield_quadrature(m_t, a_t)
        assert abs(y_num - yield_formula(m_t, a_t)) < 1e-7
        assert np.exp(-m_t) < y_num < previous   # above Poisson, falls with a
        previous = y_num
        mean_num = gamma_average(lambda x: x, m_t, a_t)
        var_num = gamma_average(lambda x: (x - m_t) ** 2, m_t, a_t)
        assert abs(mean_num / m_t - 1) < 1e-6
        assert abs(var_num / (m_t ** 2 / a_t) - 1) < 1e-6
        for k in range(5):
            p_num = gamma_average(
                lambda x: np.exp(-x + k * np.log(x) - gammaln(k + 1)), m_t, a_t)
            assert abs(p_num - count_formula(k, m_t, a_t)) < 1e-7
ks = np.arange(600)
pk = count_formula(ks, 3.0, 0.7)
assert abs(pk.sum() - 1) < 1e-9 and abs((ks * pk).sum() - 3.0) < 1e-8
assert abs(((ks - 3.0) ** 2 * pk).sum() - (3.0 + 9.0 / 0.7)) < 1e-6

# Leading gain m^2/(2a): relative gain at large a, absolute gain at small m
gain_large_a = yield_quadrature(0.8, 400.0) * np.exp(0.8) - 1
assert abs(gain_large_a / (0.8 ** 2 / 800) - 1) < 0.01
gain_small_m = yield_quadrature(0.01, 2.0) - np.exp(-0.01)
assert abs(gain_small_m / (0.01 ** 2 / 4) - 1) < 0.03

# --- Worked example: dielectric on dielectric beside copper lines
die_area = 1.0              # cm^2
copper_fraction = 0.4       # non-growth share of the die
nuclei_density = 1e8        # cm^-2 before the corrective etch, rough
survival = 2e-8             # mean fraction of nuclei that end as killers
a = 2.0
dies_per_wafer = 600
copper_area = die_area * copper_fraction
nuclei = copper_area * nuclei_density
m = nuclei * survival
y_gamma, y_poisson = yield_formula(m, a), np.exp(-m)
good_mean = m / (1 + m / a)
fail_mean, fail_mean_poisson = m / (1 - y_gamma), m / (1 - y_poisson)

# Rare independent survival: finite number of nuclei against Poisson
n_small = 1000
deficit = np.exp(-m) - (1 - m / n_small) ** n_small
assert abs(deficit / (np.exp(-m) * m ** 2 / (2 * n_small)) - 1) < 0.01
finite_n_loss = gamma_average(
    lambda x: -np.exp(-x) * np.expm1(nuclei * np.log1p(-x / nuclei) + x)
    if x > 1e-4 else np.exp(-x) * x * x / (2 * nuclei), m, a)
loss_leading = gamma_average(lambda x: np.exp(-x) * x * x, m, a) / (2 * nuclei)
assert abs(finite_n_loss / loss_leading - 1) < 1e-3

# --- Simulated dies whose density is uneven inside the die
rng = np.random.default_rng(7)
dies = 1_000_000
load = rng.gamma(a, m / a, dies)
share = rng.random(dies)
counts = rng.poisson(load * share) + rng.poisson(load * (1 - share))
good = counts == 0
y_sim = good.mean()
assert abs(y_sim - y_gamma) < 0.0025          # five standard errors
assert abs(counts.mean() - m) < 0.006
assert abs(load[good].mean() - good_mean) < 0.004
assert abs(counts[~good].mean() - fail_mean) < 0.009
assert fail_mean > fail_mean_poisson

# --- Bounds when only mean and variance of L are known
upper = 1 / (a + 1) + a / (a + 1) * np.exp(-m * (1 + 1 / a))


def extreme_yield(sign, reach):
    """Largest (sign=-1) or smallest (sign=+1) yield over all laws on a grid."""
    x = np.linspace(0, reach, int(round(reach / 0.02)) + 1)
    res = linprog(sign * np.exp(-x), A_eq=np.vstack([np.ones_like(x), x, x * x]),
                  b_eq=[1, m, m * m * (1 + 1 / a)], method="highs")
    assert res.status == 0
    return sign * res.fun


assert abs(extreme_yield(-1, 40) - upper) < 1e-5
gap40 = extreme_yield(1, 40) - y_poisson
gap80 = extreme_yield(1, 80) - y_poisson
assert 0 < gap80 < 0.6 * gap40 and gap40 < 0.005

# --- Another law with the same mean and variance: lognormal
sig = np.sqrt(np.log(1 + 1 / a))
mu = np.log(m) - sig ** 2 / 2


def lognormal_average(func):
    return quad(lambda z: func(np.exp(mu + sig * z)) * np.exp(-z * z / 2)
                / np.sqrt(2 * np.pi), -12, 12, epsabs=1e-11, limit=200)[0]


assert abs(lognormal_average(lambda x: x) - m) < 1e-8
assert abs(lognormal_average(lambda x: (x - m) ** 2) - m * m / a) < 1e-8
y_lognormal = lognormal_average(lambda x: np.exp(-x))
assert y_poisson < y_lognormal < upper

# --- Twice the area: shared density or independent halves
y2_shared, y2_independent = yield_formula(2 * m, a), y_gamma ** 2
other = rng.gamma(a, m / a, dies)
assert abs((rng.poisson(2 * load) == 0).mean() - y2_shared) < 0.0025
assert abs((rng.poisson(load + other) == 0).mean() - y2_independent) < 0.0025

# --- All dies of a wafer share one density: scatter of wafer yields
var_shared = y2_shared - y_gamma ** 2
sd_shared = np.sqrt(var_shared + (y_gamma - y2_shared) / dies_per_wafer)
sd_independent = np.sqrt(y_gamma * (1 - y_gamma) / dies_per_wafer)
wafer_load = rng.gamma(a, m / a, 5000)
wafer_yield = (rng.poisson(wafer_load[:, None],
                           (5000, dies_per_wafer)) == 0).mean(axis=1)
assert abs(wafer_yield.std() - sd_shared) < 0.01
assert abs(wafer_yield.mean() - y_gamma) < 0.016
mixed_yield = (rng.poisson(rng.gamma(a, m / a, (5000, dies_per_wafer)))
               == 0).mean(axis=1)
assert abs(mixed_yield.std() / sd_independent - 1) < 0.06

# --- Satellite killers: c killers per event at the same mean count
c = 1.2
y_satellite = yield_formula(m / c, a)
events = rng.poisson(load / c)
sat_counts = events + rng.binomial(events, c - 1)
assert abs(sat_counts.mean() - m) < 0.007
assert abs((sat_counts == 0).mean() - y_satellite) < 0.0025

# --- Mean count allowed for a target yield
target = 0.90
m_allowed, m_allowed_poisson = a * (target ** (-1 / a) - 1), -np.log(target)
root = brentq(lambda t: yield_quadrature(t, a) - target, 0.01, 1.0)
assert abs(root - m_allowed) < 1e-6 and m_allowed > m_allowed_poisson

print(f"die area                               {die_area:.1f} cm^2")
print(f"non-growth copper fraction             {copper_fraction:.2f}")
print(f"non-growth copper area                 {copper_area:.2f} cm^2")
print(f"nucleus density before etch (rough)    {nuclei_density:.1e} cm^-2")
print(f"nuclei per die before etch             {nuclei:.1e}")
print(f"mean survival fraction                 {survival:.1e}")
print(f"mean killer density on copper          {m / copper_area:.2f} cm^-2")
print(f"mean killer count m                    {m:.3f} per die")
print(f"gamma shape a                          {a:.1f}")
print(f"standard deviation of L                {m / np.sqrt(a):.4f} per die")
print(f"count variance, gamma-Poisson          {m + m * m / a:.4f}")
print(f"count variance, Poisson                {m:.4f}")
print(f"yield, gamma                           {y_gamma:.4f}")
print(f"yield, gamma, by quadrature            {yield_quadrature(m, a):.4f}")
print(f"yield, gamma, simulated dies           {y_sim:.4f}")
print(f"yield, Poisson                         {y_poisson:.4f}")
print(f"yield gain over Poisson                {y_gamma - y_poisson:.4f}")
for k in (1, 2, 3):
    p_pois = np.exp(-m + k * np.log(m) - gammaln(k + 1))
    print(f"P({k} killers), gamma / Poisson          "
          f"{count_formula(k, m, a):.4f} / {p_pois:.4f}")
print(f"mean L of good dies                    {good_mean:.4f} per die")
print(f"mean count of failing dies, gamma      {fail_mean:.4f}")
print(f"mean count of failing dies, Poisson    {fail_mean_poisson:.4f}")
for a_t in (0.5, 1.0, 4.0, 10.0):
    print(f"yield at same m for a = {a_t:4.1f}           "
          f"{yield_formula(m, a_t):.4f}")
print(f"upper bound from mean and variance     {upper:.4f}")
print(f"target yield                           {target:.2f}")
print(f"allowed m, gamma                       {m_allowed:.4f} per die")
print(f"allowed m, Poisson                     {m_allowed_poisson:.4f} per die")
print(f"allowed killer density, gamma          {m_allowed / copper_area:.4f} cm^-2")
print(f"allowed killer density, Poisson        "
      f"{m_allowed_poisson / copper_area:.4f} cm^-2")
print(f"allowed survival fraction, gamma       {m_allowed / nuclei:.3e}")
print(f"neglected: finite nucleus number       {-finite_n_loss:.1e} in yield")
print(f"neglected: lognormal law, yield        {y_lognormal:.4f}")
print(f"lognormal minus gamma yield            {y_lognormal - y_gamma:+.4f}")
print(f"twice the area, shared density         {y2_shared:.4f}")
print(f"twice the area, independent halves     {y2_independent:.4f}")
print(f"twice the area, Poisson                {np.exp(-2 * m):.4f}")
print(f"dies per wafer                         {dies_per_wafer}")
print(f"wafer yield s.d., L shared by wafer    {sd_shared:.4f}")
print(f"wafer yield s.d., L independent        {sd_independent:.4f}")
print(f"killers per event c                    {c:.1f}")
print(f"neglected: satellite killers, yield    {y_satellite:.4f}")
print(f"satellite minus gamma yield            {y_satellite - y_gamma:+.4f}")
print("all assertions hold")
```

Running it gives:

```
die area                               1.0 cm^2
non-growth copper fraction             0.40
non-growth copper area                 0.40 cm^2
nucleus density before etch (rough)    1.0e+08 cm^-2
nuclei per die before etch             4.0e+07
mean survival fraction                 2.0e-08
mean killer density on copper          2.00 cm^-2
mean killer count m                    0.800 per die
gamma shape a                          2.0
standard deviation of L                0.5657 per die
count variance, gamma-Poisson          1.1200
count variance, Poisson                0.8000
yield, gamma                           0.5102
yield, gamma, by quadrature            0.5102
yield, gamma, simulated dies           0.5105
yield, Poisson                         0.4493
yield gain over Poisson                0.0609
P(1 killers), gamma / Poisson          0.2915 / 0.3595
P(2 killers), gamma / Poisson          0.1249 / 0.1438
P(3 killers), gamma / Poisson          0.0476 / 0.0383
mean L of good dies                    0.5714 per die
mean count of failing dies, gamma      1.6333
mean count of failing dies, Poisson    1.4528
yield at same m for a =  0.5           0.6202
yield at same m for a =  1.0           0.5556
yield at same m for a =  4.0           0.4823
yield at same m for a = 10.0           0.4632
upper bound from mean and variance     0.5341
target yield                           0.90
allowed m, gamma                       0.1082 per die
allowed m, Poisson                     0.1054 per die
allowed killer density, gamma          0.2705 cm^-2
allowed killer density, Poisson        0.2634 cm^-2
allowed survival fraction, gamma       2.705e-09
neglected: finite nucleus number       -3.1e-09 in yield
neglected: lognormal law, yield        0.5037
lognormal minus gamma yield            -0.0065
twice the area, shared density         0.3086
twice the area, independent halves     0.2603
twice the area, Poisson                0.2019
dies per wafer                         600
wafer yield s.d., L shared by wafer    0.2206
wafer yield s.d., L independent        0.0204
killers per event c                    1.2
neglected: satellite killers, yield    0.5625
satellite minus gamma yield            +0.0523
all assertions hold
```
